Energy Resolution of Chebyshev Spectral Functions with the Jackson Kernel

**1. The decision: how many moments**

Before the spectral function of a disordered metal is computed by Chebyshev expansion, the number of moments N must be fixed. It sets the computing time, and it decides whether the width of a peak belongs to the metal or to the expansion. If N is too small, a short electron lifetime is reported where there is none. If N is too large for the sample, the curve breaks up into features of one finite lattice. The choice needs the resolution as a function of N, and the error that a finite resolution leaves in a linewidth.

**2. Expansion and recursion**

Let H be a Hermitian Hamiltonian and |k> a normalized state. The spectral function is

A(E) = <k|δ(E − H)|k>.

Choose an energy a such that the whole spectrum lies inside (−a, a), and set x = E/a = cos θ with 0 < θ < π. The density per unit x is f(x) = a A(E). The Chebyshev polynomials T_n(x) = cos nθ obey

∫ T_m T_n dx / [π√(1 − x²)] = 1 for m = n = 0, 1/2 for m = n > 0, 0 for m ≠ n,

with x running from −1 to 1. Write f as a series in T_n divided by π√(1 − x²), multiply by T_m and integrate. This fixes the coefficients:

f(x) = [μ_0 + 2 Σ_{n≥1} μ_n T_n(x)] / [π√(1 − x²)],
μ_n = ∫ f T_n dx = <k|T_n(H/a)|k>.

The vectors |v_n> = T_n(H/a)|k> follow from cos(n+1)θ + cos(n−1)θ = 2 cos θ cos nθ:

|v_{n+1}> = 2(H/a)|v_n> − |v_{n−1}>, |v_0> = |k>, |v_1> = (H/a)|k>.

Since 2T_m T_n = T_{m+n} + T_{|m−n|}, each new vector yields two moments:

μ_{2n} = 2<v_n|v_n> − μ_0,
μ_{2n+1} = 2<v_{n+1}|v_n> − μ_1.

For even N, the moments 0 to N − 1 cost N/2 products of H with a vector. A level outside the interval ruins the recursion: for |x| > 1, |T_n| = cosh(n arccosh|x|), which grows exponentially with n.

**3. The Jackson factors**

Cutting the series at N moments and multiplying μ_n by a factor g_n replaces each level by a peak. For a level at x_0 = cos θ_0 the moments are cos nθ_0, and the density per unit θ is

(1/π)[g_0 + 2 Σ g_n cos nθ_0 cos nθ] = K(θ − θ_0) + K(θ + θ_0),
K(φ) = (1/2π)[g_0 + 2 Σ g_n cos nφ],

where n runs from 1 to N − 1 and 2 cos nθ_0 cos nθ = cos n(θ − θ_0) + cos n(θ + θ_0) was used.

With all g_n = 1, K is proportional to sin[(N − 1/2)φ]/sin(φ/2), which changes sign. For a clean plane wave at N = 256 the computed density dips to −0.22 of its maximum. A density cannot be negative, so we require

K(φ) = (1/2π)|Σ_ν a_ν e^{iνφ}|², ν = 0 … N − 1, a_ν real.

Multiplying out the square gives g_n = Σ_ν a_ν a_{ν+n}. Unit area requires g_0 = Σ a_ν² = 1.

Among these kernels we take the one with the smallest mean of 1 − cos φ, which is φ²/2 for small φ. The mean of cos φ is g_1, so g_1 = Σ a_ν a_{ν+1} must be as large as possible. This is the quadratic form of a matrix with 1/2 next to the diagonal. Its maximum at unit norm is the largest eigenvalue λ_max, among the solutions of

(a_{ν−1} + a_{ν+1})/2 = λ a_ν, a_{−1} = a_N = 0.

The solutions are sines that vanish at both ends, and the largest eigenvalue belongs to the longest wave:

a_ν = √(2/(N+1)) sin[(ν+1)q], q = π/(N+1), λ_max = g_1 = cos q.

The prefactor follows from Σ_{j=0}^{N} sin² jq = (N+1)/2, because the terms cos 2jq sum to zero over a full period. Now insert a_ν into g_n with j = ν + 1:

g_n = [1/(N+1)] Σ_{j=1}^{N−n} [cos nq − cos(2j+n)q] = [(N−n) cos nq − S]/(N+1).

To find S = Σ cos(2j+n)q, multiply by 2 sin q. Each term becomes sin(2j+n+1)q − sin(2j+n−1)q, and the sum telescopes:

2 sin q · S = sin(2N−n+1)q − sin(n+1)q = −2 sin(n+1)q.

The last step uses (2N−n+1)q = 2π − (n+1)q. Thus S = −sin(n+1)q/sin q = −cos nq − sin nq cot q, and

g_n = [(N−n+1) cos nq + sin nq cot q]/(N+1).

**4. The variance of a broadened level**

Integrating x = T_1 and x² = (1 + T_2)/2 over the broadened density of a level at x_0 gives

mean = g_1 x_0,
second moment = [1 + g_2(2x_0² − 1)]/2.

The factor g_2 follows from the formula with sin 2q cot q = 2 cos² q = 1 + cos 2q:

g_2 = [(N−1) cos 2q + 1 + cos 2q]/(N+1) = (N cos 2q + 1)/(N+1).

Let c = cos 2q, so that g_1² = cos² q = (1 + c)/2. The variance in x is

σ² = (1/2)[(1 − g_2) + x_0²(2g_2 − 1 − c)].

The two brackets are

1 − g_2 = N(1 − c)/(N+1),
2g_2 − 1 − c = [2Nc + 2 − (N+1)(1+c)]/(N+1) = −(N−1)(1 − c)/(N+1).

With 1 − c = 2 sin² q,

σ² = sin² q · [N − x_0²(N−1)]/(N+1).

No approximation has been made for N ≥ 2. The square bracket equals N(1 − x_0²) + x_0², which separates two regimes.

Interior, N(1 − x_0²) ≫ 1: aσ ≈ (πa/N)√(1 − x_0²).
End of the interval, x_0 = ±1: aσ = a sin q/√(N+1) ≈ πa/N^{3/2}.

The resolution therefore improves as 1/N at a fixed energy inside the interval. The level's mean also moves toward the centre, by x_0(1 − cos q) ≈ π²x_0/(2N²), which is small compared with σ in the interior. For a level at fixed energy E_0 = a x_0 in the interior, aσ ≈ (π/N)√(a² − E_0²), which grows with a, so an interval much wider than the spectrum wastes moments.

**5. Shape of the peak, and what "resolved" means**

For large N set u = Nφ and s = ν/N. The amplitude sum becomes N∫_0^1 sin(πs)e^{ius} ds, up to a constant. Shifting s = 1/2 + r turns the sine into cos πr, and the part of the exponential odd in r drops out:

|∫| = |∫_{−1/2}^{1/2} cos πr cos ur dr| = |cos(u/2)[1/(π+u) + 1/(π−u)]| = |2π cos(u/2)/(π² − u²)|.

Squared and scaled to one at u = 0, the peak is

cos²(u/2)/(1 − u²/π²)².

It falls to one half at u = 3.735. At the centre of the interval |dE| = a dφ, so the full width at half maximum (FWHM) is 7.47 a/N.

The tails fall as u⁻⁴, and this explains the power 3/2 at the ends. There 1 − |x| ≈ φ²/2, so the second moment measured from the end involves the mean of φ⁴. The core, φ ~ 1/N, contributes order N⁻⁴. The tails contribute ∫ N(Nφ)⁻⁴φ⁴ dφ, of order N⁻³, and dominate. At an end, σ thus describes the tails more than the core.

A practical meaning of resolution is the separation of two equal levels, placed at ±Δ/2 about the centre. Their angular distance from the midpoint is d ≈ Δ/(2a), and the curvature of the summed curve at the midpoint is 2K''(d) for large N. A dip first appears when d passes the first inflection point of K, on the flank of the main peak. That point sits at a fixed u, so the required N is proportional to 1/Δ. For a = 7.5 eV, splittings of 0.4, 0.2 and 0.1 eV need N = 126, 253 and 507. The product NΔ/a is 6.72 to 6.76, so the dip sets in at a splitting of about 0.9 FWHM. At that point its depth is still zero; a dip that can be seen needs a somewhat larger NΔ.

**6. Error analysis for a line of finite width**

Let the true spectrum have weights w_j at x_j, with Σw_j = 1. Each level acquires mean g_1 x_j and variance σ²(x_j). Collecting second moments and subtracting the squared mean gives

Var_N = Σ w_j σ²(x_j) + cos² q · Var_0,

where Var_0 is the variance of the true spectrum in x. Variances add in this way for any spectrum, but full widths do not, and the linewidth needs its own estimate.

Take a Lorentzian line near the interval centre with FWHM Γ, and let s = aσ be the kernel's standard deviation in energy. For s ≪ Γ, smoothing changes a curve L into L + (s²/2)L'', with the second derivative taken in energy. In units y = 2E/Γ, L = 1/(1+y²) and

L'' = (6y² − 2)/(1+y²)³, L''(0) = −2, L''(1) = 1/2, L'(1) = −1/2.

With v = (2s/Γ)², the peak falls to 1 − v. The half-maximum moves to y = 1 + δ, where

1/2 − δ/2 + v/4 = (1 − v)/2, hence δ = 3v/2.

Multiplying Γ by 1 + δ gives

FWHM ≈ Γ(1 + 6s²/Γ²), s ≈ πa/N.

The excess width falls as 1/N², although the resolution itself improves as 1/N. To keep the excess below a small fraction ε of Γ, this leading-order estimate asks for

N ≈ (πa/Γ)√(6/ε).

The opposite limit, s ≫ Γ, returns the kernel's own width, 7.47 a/N, and says almost nothing about the metal.

There is also an upper limit on N. A sample of M sites with density of states ρ per site has mean level spacing 1/(ρM). For the curve of one sample to represent the infinite metal, the kernel must cover many levels. This condition is necessary but not sufficient: the sample must also be so large that the linewidth no longer changes with its size.

**7. Worked example: a disordered cubic metal**

The model has one orbital per site on a periodic simple cubic lattice, nearest-neighbour matrix element −t with t = 1 eV, and independent site energies V_i uniform over a width W = 2 eV, centred on zero. Electron interactions and lattice vibrations are left out. The clean band is ε_k = −2t(cos k_x + cos k_y + cos k_z), with k in inverse lattice spacings, so |ε_k| ≤ 6 eV. The site energies add at most 1 eV, and a = 7.5 eV encloses the spectrum.

*Clean lattice.* The wave k = (π/2, π/2, π/2) has energy zero, the centre of the interval. Without disorder its width is purely numerical. At N = 1024,

πa/N = 3.1416 × 7.5 eV/1024 = 0.0230 eV,

in agreement with the standard deviation 0.0230 eV found by quadrature. From N = 64 to 1024 the FWHM falls from 0.863 to 0.0547 eV, with fitted exponent −0.995. The small departure from −1 is a finite-N effect: the computed widths follow 7.47 a/(N + 1) to within 0.2 per cent, and N + 1 grows by slightly less than the factor 16 by which N grows.

At the band bottom, x_0 = −6/7.5 = −0.8 and √(1 − x_0²) = 0.6. The FWHM there is 0.0328 eV at N = 1024, and its ratio to the central value is 0.600. The band bottom is not an end of the interval, so the 1/N law still holds there. For a level placed at x_0 = 1, the measured exponent of σ between N = 512 and 1024 is −1.498.

*Variance with disorder.* Since |k> is an eigenstate of the clean Hamiltonian, (H − <H>)|k> = (V − V̄)|k>, where V̄ is the sample mean of the site energies. A plane wave has equal weight on every site, so its energy variance equals the sample variance of V_i. For a sample of 512 sites both are 0.3279 eV²; the ensemble value is W²/12 = 0.3333 eV². At N = 64 the broadened variance is 0.4557 eV², from quadrature and from the formula of Section 6 alike. The added 0.1278 eV² is slightly less than the central kernel variance, (0.3596 eV)² = 0.1293 eV², because σ² shrinks away from the centre and cos² q is below one.

*Linewidth.* The square root of 0.328 eV² is 0.57 eV, but this is not the linewidth, since the variance gives great weight to the distant tails. To leading order in W², the linewidth follows from the golden rule. The mean squared matrix element between two plane waves is W²/(12M), and summing over final states gives

Γ ≈ 2π(W²/12)ρ(0) = 2π × 0.3333 eV² × 0.1427 eV⁻¹ = 0.299 eV.

The moments supply a separate value. A Lorentzian in θ of half-width λ ≪ 1 about π/2 has moments cos(nπ/2)e^{−nλ}. Near the centre |dE| = a dθ, hence Γ = 2aλ. We allow a constant prefactor, because the decay need not be exponential at the lowest orders, and fit even orders 20 to 80 for one sample of 40³ = 64000 sites. The average runs over the four waves (π/2)(1, ±1, ±1), which are equivalent by cubic symmetry after averaging over disorder. The result is λ = 0.0201 and

Γ = 2 × 7.5 eV × 0.0201 = 0.30 eV, ħ/Γ = 2.2 fs.

The golden-rule value differs by about 1 per cent of itself. One sample at one disorder strength does not establish that accuracy in general. The time is the lifetime of a momentum state; a resistivity would also require current matrix elements.

*Observed width.* The factors g_n multiply the moments, which amounts to smoothing in θ. Inserting g_n e^{−nλ} cos(nπ/2) in the series therefore predicts the width at each N (FWHM in eV):

N = 64: clean 0.863, disordered 1.018, predicted 1.018
N = 256: clean 0.218, disordered 0.412, predicted 0.411
N = 512: clean 0.109, disordered 0.339, predicted 0.336
N = 1024: clean 0.055, disordered 0.317, predicted 0.311

The last doubling of N halves the clean width but reduces the disordered one by only 6 per cent: the line is by then more than five times as wide as the kernel. At N = 64 the reading is more than three times Γ, and a lifetime taken from it would be too short by that factor. At N = 1024 the estimate of Section 6 gives an excess of 6 × (0.0230/0.3015)² = 3.5 per cent of Γ; the predicted width exceeds Γ by 3.2 per cent. The observed width lies a further 2 per cent above the prediction. These data do not identify the cause of this small difference.

For an excess of 1 per cent, the rule asks for N ≈ (23.56/0.3015) × √600 ≈ 1900.

*Too many moments for the sample.* The mean level spacing near zero energy, estimated from the density of states of the infinite clean lattice, is 13.7 meV for 512 sites and 0.11 meV for 64000. By this estimate the kernel's FWHM of 55 meV at N = 1024 covers about 4 levels in the small sample and about 500 in the large one. For the small sample the estimate is rough: 68 of its 512 clean levels lie exactly at zero energy, and the disorder spreads them over only a few tenths of an eV on either side of zero, so the levels near zero are somewhat denser than the estimate says. They are still far too few for a smooth curve. Within 0.5 eV of zero, the small sample's curve has one maximum at N = 64 and eleven at N = 1024. This structure is not rounding error: the recursion and full diagonalization give moments that agree to 2 × 10⁻¹⁴, with μ_0 = 1. It comes from the finite size of the sample. Averaging over samples of this size would reduce the features peculiar to each one, but all of them share the same clean levels, including the 68 at zero energy, so the average need not have the linewidth of the infinite metal. A larger lattice is needed before more moments can improve the linewidth. The numerical output below gives the remaining values.

Table of computed values

```
hopping 1.0 eV, half-width a 7.5 eV, disorder W 2.0 eV
large lattice: 40 sites per edge, 64000 sites
sharp level at x0=0: N, sigma (eV), pi*a/N (eV)
     64 0.35955 0.36816
    128 0.18192 0.18408
    256 0.09150 0.09204
    512 0.04588 0.04602
   1024 0.02298 0.02301
sigma at N=1024 (eV) and exponent from N=512 to 1024:
  x0=0.0: 0.022976 eV, exponent -0.9979
  x0=0.8: 0.013798 eV, exponent -0.9991
  x0=1.0: 0.000718 eV, exponent -1.4979
FWHM (eV): N, clean, disordered, predicted from moment decay
     64 0.8628 1.0177 1.0183
    128 0.4344 0.6026 0.6030
    256 0.2180 0.4118 0.4110
    512 0.1092 0.3391 0.3356
   1024 0.0547 0.3171 0.3110
exponent of clean FWHM, N=64 to 1024: -0.9953
limiting FWHM*N/a at centre: 7.4705
clean band-bottom FWHM, N=1024: 0.0328 eV
band-bottom/centre FWHM ratio: 0.6000
bare truncation, N=256: minimum/maximum -0.2173
two levels: splitting (eV), smallest N with dip, N*splitting/a
  0.4  126 6.720
  0.2  253 6.747
  0.1  507 6.760
small lattice (512 sites): largest moment error 2.0e-14
  site-energy variance 0.32791 eV^2
  intrinsic spectral variance 0.32791 eV^2
  total variance, N=64: quadrature 0.45568 eV^2
  total variance, N=64: formula 0.45568 eV^2
  maxima within 0.5 eV of zero: N=64 1, N=1024 11
moment decay per order, lambda: 0.02010
linewidth Gamma from decay: 0.3015 eV
lifetime hbar/Gamma: 2.183 fs
clean density of states at E=0: 0.14267 per eV per site
golden-rule Gamma: 0.2988 eV
mean level spacing, 512 sites: 13.690 meV
mean level spacing, 64000 sites: 0.1095 meV
```
